Connecting Energy Bands Between k-Points by Wave-Function Overlap, part 2

Two bands approaching each other between mesh points k and k+b may cross or repel. With band_connect = overlap, levels numbered upward in energy from 0 are joined by the permutation π that maximises Σ_m P_{m,π(m)}; the Hungarian algorithm supplies it with a certificate of optimality. For periodic parts u_nk with plane-wave coefficients c_nG, and a reciprocal vector G0,

M_mn = ⟨u_mk|u_n,k+b⟩ = Σ_G c*_mG(k) c_nG(k+b),   P_mn = |M_mn|².   (1)

c_G(k+G0) = c_{G+G0}(k).   (2)

Rows and columns of P sum to at most 1; a row's deficit is its leakage out of the band window. Assigned weights all above 1/2 make π the unique optimum (one-half lemma). On a mirror line, M_mn = 0 between opposite parities.

In the two-band model H(q) = ε(q) + d(q)·σ, d(q) = d0 + q w, with Pauli matrices σ, n = d/|d| and q measured along the path from the centre, where d0·w = 0. The minimum gap is E_g = 2|d0|, the relative velocity δv obeys ħδv = 2|w|, κ = E_g/(ħδv) and x = q/κ. A step of length h runs from q1 = −sh to q2 = (1−s)h, and P_keep is the weight between like levels:

(E₊ − E₋)² = 4|d0|² + 4|w|²q² = E_g² + (ħδv q)²,   (4)

P_keep = ½[1 + (1 + x1x2)/√((1 + x1²)(1 + x2²))].   (5)

the step is labelled a crossing if and only if q1q2 < −κ².   (6)

For h > 2κ, the mislabelled fraction of uniformly distributed offsets is

f = √(1 − 4κ²/h²).   (7)

A swap implies

E_g < ħδv h/2.   (8)

For sh ≫ κ and (1−s)h ≫ κ,

P_keep ≈ κ²/[4h² s²(1−s)²].   (9)

With connect_refine, swapped steps are bisected; an avoided crossing is exposed after at most n bisections,

n = ⌈log₂(h/2κ)⌉   (10)

For linear interpolation on a centred step with linear ε, the largest errors are

err_keep = ½[√(E_g² + (ħδv h/2)²) − E_g],

err_swap = E_g/2,

equal at h = 2√3 κ. Energies are in eV, lengths in nm; N counts mesh points per reciprocal vector.

6. Worked example

The model has round parameters and represents no material. It is a two-dimensional square cell with a = 0.4 nm, G = 2π/a = 15.708 nm⁻¹, the free-electron mass (ħ²/2m = 0.038100 eV nm²) and the kinetic scale T = ħ²G²/2m = 9.4008 eV. The potential has Fourier components V10 = V01 = 0.2 eV, V02 = 0.5 eV and V21 = 0.05 eV, where V_ij couples plane waves differing by (±i, ±j)G. There are 81 plane waves (169 leave the gaps and their positions below unchanged to the digits shown), and the lowest 7 bands, 0 to 6, are assigned on steps between k_x = 0.2G and 0.3G. This window does not serve the whole line: on the N = 20 steps that touch k_x = 0 and k_x = G/2 a row leaks about 0.5 to higher bands.

First-order picture at k_y = 0. With t = k_x/G, the wave (1,0) has energy T(t+1)² and the waves (−1,±1) have T[(t−1)²+1]. The difference is T(4t−1), zero at t = 1/4, with slope

ħδv ≈ 4T/G = 4 × 9.4008/15.708 = 2.394 eV nm.

The mirror y → −y fixes the line. The combinations [(−1,1) ± (−1,−1)]/√2 are shifted by ±V02. The rising wave (1,0) is even, and it couples to the even combination with (V21 + V21)/√2 = √2 V21 and to the odd one with (V21 − V21)/√2 = 0. It should cross the odd band at t = 1/4 − V02/4T = 0.2367 and avoid the even band at t = 1/4 + V02/4T = 0.2633, with E_g ≈ 2√2 V21 = 0.1414 eV.

Full diagonalisation puts the crossing of bands 4 and 5 at t = 0.2374, where the gap of 8×10⁻¹⁴ eV is rounding noise, and the closest approach of bands 5 and 6 at t = 0.2641 (k_x = 4.14826 nm⁻¹). From energies alone, by (4), E_g = 0.13912 eV and ħδv = 2.39136 eV nm, or δv = 3.63×10⁶ m/s. The gap is 1.6 % below the first-order estimate. The only second-order path from (1,0) to (−1,1) through an outside state runs through (1,2), which lies 4T higher, and adds −V02V21/4T to V21, a relative change of −0.5/37.6 = −1.3 %; the remaining 0.3 % is presumably of higher order and has not been separated. Then

κ = 0.13912/2.39136 = 0.05818 nm⁻¹,   2κ = 0.11635 nm⁻¹.

From the overlaps, with the centre taken from the energies, the centred step at which the scores of the two labels are equal is 0.11635 nm⁻¹, the same to the printed digits although the test demands only 1 %. For this approach the guarantee requires more than G/2κ = 15.708/0.11635 = 135 mesh points per reciprocal vector. That number does not cover the whole line, because lower bands have narrower avoided crossings near k_x = 0 that need a finer mesh.

For the mesh k_x = jG/N with N = 100, h = 0.15708 nm⁻¹ and the straddling points are j = 26 and 27:

x1 = (26 × 0.15708 − 4.14826)/0.058177 = −1.103,   x2 = (27 × 0.15708 − 4.14826)/0.058177 = 1.597,

x1x2 = −1.762,   P_keep = ½[1 − 0.762/√(2.217 × 3.550)] = 0.364,

equal to the computed weight P_66 = 0.3642. The four meshes give:

N = 20: h/κ = 13.5, x1x2 = −36.9, P_keep = 0.032, swapped, f = 0.989
N = 72: h/κ = 3.75, x1x2 = −0.197, P_keep = 0.605, kept, f = 0.846
N = 100: h/κ = 2.70, x1x2 = −1.762, P_keep = 0.364, swapped, f = 0.672
N = 200: h/κ = 1.35, x1x2 = −0.272, P_keep = 0.737, kept for any offset

The label does not converge monotonically. N = 72 is right and the finer N = 100 is wrong, because N = 72 has a point at x1 = −0.053, almost on the centre; 85 % of offsets at that spacing would fail. The true crossing is swapped on all four meshes. On N = 10 the step from 0.2G to 0.3G contains both events and returns the cycle 4→6, 5→4, 6→5. The parities of bands 4 to 6 are (+,−,+) before and (−,+,+) after, so the odd band is carried correctly from 5 to 4 while the two even bands are passed through each other. The largest leakage on this step is 4×10⁻⁶.

Off the mirror line. At k_y = 0.002G = 0.03142 nm⁻¹ the kinetic energies (ħ²/2m)(k_y ± G)² of (−1,±1) acquire terms ±c with c = ħ²k_yG/m = 2 × 0.038100 × 0.03142 × 15.708 = 0.0376 eV. Between the even and odd combinations this gives the matrix element ½[c − (−c)] = c. At the former crossing the rising state lies 2V02 below the even band and contains it with amplitude of magnitude √2V21/2V02 = 0.0707. The rising and odd states therefore couple with c × 0.0707, and to leading order

E_g′ ≈ 2 × 0.0376 × 0.0707 = 0.0053 eV.

The computed value is 0.005164 eV, 2.9 % below the estimate 0.005318 eV. With ħδv′ = 2.38054 eV nm, 2κ′ = 0.004339 nm⁻¹, again equal to the critical step from overlaps, and a uniform mesh would need more than about 3620 points to guarantee the label of this one approach.

On the step from 0.20G to 0.25G (h = 0.7854 nm⁻¹) the permutation exchanges bands 4 and 5 both on and off the line. The weight P_44 differs: 3×10⁻³⁰ on the line, which is a numerical zero, and 5.3×10⁻⁵ off it. With the centre at 3.72838 nm⁻¹ the distances to the ends are 0.587 and 0.199 nm⁻¹, and (9) gives ¼ × 0.00217² × (1/0.587 + 1/0.199)² = 5.3×10⁻⁵. That match is an observation and not a derived result, since a third band is near and the step is not strictly two-band. For the refinement h/2κ′ = 0.7854/0.004339 = 181 lies between 2⁷ and 2⁸, so (10) allows 8 bisections. The swap disappeared at the eighth, at width 0.003068 nm⁻¹. On the line it persisted through 16 levels, to width 1.198×10⁻⁵ nm⁻¹, and (8) with the off-line velocity gives E_g < 2.38054 × 1.198×10⁻⁵/2 = 1.43×10⁻⁵ eV. The numerical check that follows asserts the solver and its certificate, (1), (2), (4) to (10), the parity rule and the two interpolation errors.

7. Settings

Mesh. To obtain correct labels without refinement for all isolated two-band approaches with gaps down to E_min, take h < 2E_min/(ħδv), or N > ħδv |G|/(2E_min) points along a reciprocal vector G. The rule does not extend to three coupled bands: for H = E_g J_x + ħδv q J_z with spin-1 matrices, adjacent levels obey (4), yet a centred step is already mislabelled for h above about 1.19κ. The velocity can be read from the coarse data: on a swapped step with both ends far from the centre, (4) makes the splittings ħδv sh and ħδv(1−s)h, so their sum divided by h is ħδv. Agreement of two meshes on a swap does not show convergence while h > 2κ on both, since by (7) each can mislabel the same avoided crossing. A kept order across a single approach is the right label within the model.

Refinement depth. To expose every gap above E_min that is hidden by a swap, set connect_refine = ⌈log₂(ħδv h/2E_min)⌉, which is (10) with κ = E_min/(ħδv). A swap that survives is to be read as E_g < E_min. A swap that disappears shows only E_g ≠ 0 within the model and not E_g > E_min, since a midpoint near the centre exposes a smaller gap early. In the example 8 extra diagonalisations expose the gap in the one step that was followed, where a uniform mesh would need more than about 3620 points to guarantee the label. Every other swapped step on the line adds its own cost. Values of E_min below the accuracy of the eigenvalues carry no meaning.

Purpose. For linear interpolation of energies, overlap with connect_refine = 0 is the better choice on a centred step longer than 2√3 κ, with a largest error of E_g/2 when ε is linear. The term ħ²q²/2m in ε lies below its chord by ħ²h²/8m at the centre. It adds this amount to both largest errors, so the crossover stays at 2√3 κ, but for a small gap the added amount can exceed E_g/2. Section 5 covers only the centred step. When one end lies very close to the centre the swap can be the worse choice even for h ≫ κ: for x1 → 0 and x2 ≫ 1 with x1x2 < −1 the swapped lines start at ∓E_g/2 with slopes ±ħδv/2 and cross near q = κ, where they miss the level by E_g/√2, while the kept order errs by at most about E_g/2. All of this concerns a single step. Permutations found edge by edge need not compose to the identity around a triangle or tetrahedron: for x1 < x2 < 0 < x3 with x1x3 < −1 < x2x3, (6) keeps the order from 1 to 2 and from 2 to 3 but swaps it from 1 to 3. In the example, on the N = 100 square mesh with 0.16G ≤ k_x ≤ 0.36G and 0 ≤ k_y ≤ 0.06G, 6 of 240 triangles are inconsistent. A tetrahedron scheme must test this closure and treat such cells separately. For questions about isolation of a band group, or a gap at the Fermi level, refinement is needed on every swap among the bands concerned. It is not sufficient by itself: two approaches of the same pair within one step can restore the original order, so that no swap is reported and no refinement starts. The starting mesh must be fine enough to separate them.

Window. connect_window should end in a gap that is large compared with ħδv h along the step. A smaller gap is not enough, because the top band then loses the weight 1 − P_keep of (5) to the band above: in the example a window ending at band 5 would leak 1 − 0.032 = 0.97 on the N = 20 step in spite of the 0.139 eV gap. A band that leaves the window shows large leakage and is forced onto whichever column remains, so the window should extend above the bands of interest and rows with leakage not small compared with 1 should be discarded.

Diagnostics. A smallest assigned weight above 1/2 proves that the optimum is unique. A value near 1/2 means, in the two-band model, that n turns by about π/2 over the step. This happens close to the tie x1x2 = −1, and also when one end lies near the centre and the other far from it, where x1x2 can be far from −1. It can also come from mixing of three or more bands. It calls for bisection. On a mirror line, states of opposite parity have weights at rounding level. The converse does not hold in general, since a further symmetry or a separable potential can also make a weight vanish, so the parity itself should be read from the action of the mirror on each state.

Cases outside the analysis. At a mesh point or midpoint on a degeneracy P depends on the eigensolver's choice of basis. If the degeneracy is isolated, the point should be displaced along the path. If symmetry keeps the levels degenerate along the whole path, displacement does not help, and the individual weights depend on the basis. The weight summed over the complete degenerate groups at both points does not, and neither do the singular values of the block of M between the groups. When w = 0, as for a quadratic touching, κ is undefined and (5) to (10) do not apply. When two approaches among three mutually coupled bands lie within a few κ of each other, the assignment remains well defined, but the two-band reduction behind (6) is no longer justified and (6) need not predict it. In a basis other than orthonormal plane waves, M must be evaluated as the true overlap of periodic parts, including the basis metric, since the sum rules of section 1 depend on it.

Table of computed values

```
random matrices: 300, row-maximum rule not a permutation in 217
one-half lemma applicable and confirmed in 194 cases
h/kappa =  1.9: mislabelled fraction scan 0.0000, formula 0.0000
h/kappa =  2.2: mislabelled fraction scan 0.4170, formula 0.4166
h/kappa =  3.0: mislabelled fraction scan 0.7450, formula 0.7454
h/kappa = 10.0: mislabelled fraction scan 0.9800, formula 0.9798
equal interpolation error at h/kappa = 3.4641
a = 0.4 nm, G = 15.7080 1/nm, hbar^2/2m = 0.038100 eV nm^2, hbar^2 G^2/2m = 9.4008 eV
V10 = 0.2 eV, V01 = 0.2 eV, V02 = 0.5 eV, V21 = 0.05 eV
plane waves 81, bands assigned 7 (indices 0 to 6)
N = 10, step 0.2G -> 0.3G: perm [0, 1, 2, 3, 6, 4, 5], largest row leakage 4.24e-06
parities of bands 4-6 at 0.2G: [1, -1, 1] at 0.3G: [-1, 1, 1]
avoided crossing (bands 5,6): kx = 4.14826 1/nm, kx/G = 0.26409
Eg = 0.13912 eV, first-order estimate 0.14142 eV
hbar dv = 2.39136 eV nm, estimate 2.39388 eV nm, dv = 3.6331e+06 m/s
kappa = 0.058177 1/nm, 2 kappa = 0.116354 1/nm
critical step from overlaps = 0.116354 1/nm, ratio to 2 kappa = 1.00000
mesh count G/(2 kappa) = 135.0
true crossing (bands 4,5): kx = 3.72897 1/nm, kx/G = 0.23739, gap 7.6e-14 eV
N = 20: h = 0.78540 1/nm, h/kappa = 13.500, x1 = -3.803, x2 = 9.697, x1x2 = -36.881
   P_keep 0.0320, formula 0.0320, perm avoided [4, 6, 5], perm true [5, 4, 6]
   mislabelled fraction of offsets 0.9890
N = 72: h = 0.21817 1/nm, h/kappa = 3.750, x1 = -0.053, x2 = 3.697, x1x2 = -0.197
   P_keep 0.6046, formula 0.6046, perm avoided [4, 5, 6], perm true [5, 4, 6]
   mislabelled fraction of offsets 0.8459
N = 100: h = 0.15708 1/nm, h/kappa = 2.700, x1 = -1.103, x2 = 1.597, x1x2 = -1.762
   P_keep 0.3642, formula 0.3642, perm avoided [4, 6, 5], perm true [5, 4, 6]
   mislabelled fraction of offsets 0.6718
N = 200: h = 0.07854 1/nm, h/kappa = 1.350, x1 = -1.103, x2 = 0.247, x1x2 = -0.272
   P_keep 0.7373, formula 0.7373, perm avoided [4, 5, 6], perm true [5, 4, 6]
ky = 0.03142 1/nm: even-odd coupling 0.03760 eV, admixture 0.07071
Eg' = 0.005164 eV, estimate 0.005318 eV, at kx = 3.72838 1/nm
hbar dv' = 2.38054 eV nm, 2 kappa' = 0.004339 1/nm, critical step 0.004339 1/nm
mesh count G/(2 kappa') = 3620
step 0.20G -> 0.25G, h = 0.78540 1/nm: perm [5, 4, 6] on and off the line
residual P44 on line 3.1e-30, off line 5.335e-05
off line: swap gone after 8 bisections (bound 8), width 0.003068 1/nm
on line: still swapped after 16 bisections, width 1.198e-05 1/nm
on line: gap bound hbar dv' h/2 = 1.43e-05 eV
```
